# Valley splitting of electron levels in a 5 nm silicon well

**Question**

I am modelling a (001) silicon film, 5 nm thick, as an infinite square well. I have been told that confinement masses of 0.916 and 0.19 put the lowest levels of two "valley ladders" about 63 meV apart. I know the particle-in-a-box formula for one mass, but I am stuck on three points.

First, why are there two masses for motion in the same direction in the same crystal? I was tempted to average them, which gives a single ladder and no splitting. Second, which ladder is lower, and do all its levels lie below the other ladder? Third, does the 63 meV survive if the walls are real oxide, and does it mean that all electrons sit in the lower ladder at room temperature?

**Answer**

The masses must not be averaged, because they belong to different valleys. Each valley has its own box problem, and the splitting is the difference between two ground-state energies.

**Where the two masses come from**

Silicon has six equivalent conduction-band minima, in pairs along the crystal axes \(x\), \(y\) and \(z\). Let \(\mathbf q\) be the wavevector measured from one minimum. Near it the constant-energy surfaces are ellipsoids, with mass \(m_l=0.916\) along the valley's own axis and \(m_t=0.19\) across it.

I use atomic units in the algebra, so \(\hbar=1\), the electron mass is 1, lengths are in bohr and energies in hartree. Energies are counted from the bulk conduction-band edge. For a valley on the \(z\) axis,

\[
E=\frac{q_x^2+q_y^2}{2m_t}+\frac{q_z^2}{2m_l},
\]

and for a valley on the \(x\) axis,

\[
E=\frac{q_x^2}{2m_l}+\frac{q_y^2+q_z^2}{2m_t}.
\]

The \(y\) valleys follow by exchanging \(x\) and \(y\). The film normal is \(z\), so the confinement mass \(m_z\) is the one under \(q_z^2\). It is \(m_l\) for two valleys and \(m_t\) for four. I call these the heavy and light ladders, a name that refers to motion along \(z\) alone: in the plane, the heavy pair has the small mass \(m_t\) in both directions.

**Reducing the problem to one dimension**

The effective-mass approximation replaces \(\mathbf q\) by \(-i\nabla\) acting on a slowly varying envelope. I assume parabolic bands, no strain, a flat potential in the film, and no coupling between valleys. There are no cross terms such as \(q_xq_z\), because the valley axes coincide with the film axes. We can therefore try

\[
\Psi(x,y,z)=e^{i(q_xx+q_yy)}\,\varphi(z).
\]

The in-plane derivatives only multiply \(\Psi\) by numbers. Dividing out the plane wave leaves

\[
-\frac{1}{2m_z}\varphi''(z)=\varepsilon\,\varphi(z),
\qquad
E=\varepsilon+\frac{q_x^2}{2m_x}+\frac{q_y^2}{2m_y}.
\]

Each level \(\varepsilon\) is thus the bottom of a subband of in-plane motion. The comparison below is between subband bottoms, at \(q_x=q_y=0\) in each valley.

**Solving the well**

Put the walls at \(z=0\) and \(z=L\), where \(\varphi=0\). If \(\varepsilon\) were negative, the solution vanishing at \(z=0\) would be a hyperbolic sine, which has no second zero. If \(\varepsilon\) were zero, it would be a straight line, with the same defect. So \(\varepsilon>0\), and we write \(\varepsilon=k^2/(2m_z)\) with \(k>0\). Then

\[
\varphi''=-k^2\varphi,\qquad \varphi=A\sin kz+B\cos kz .
\]

The wall at \(z=0\) gives \(B=0\). The wall at \(z=L\) gives \(A\sin kL=0\). Since \(A=0\) would mean no electron, \(kL=n\pi\) with \(n=1,2,3,\ldots\), and

\[
\varepsilon_n(m_z)=\frac{n^2\pi^2}{2m_zL^2}.
\]

The walls fix the wavelength without reference to the mass. At that fixed wavelength the kinetic energy is smaller for the larger mass, so the heavy ladder starts lower.

Subtracting the two \(n=1\) levels gives

\[
\Delta=\varepsilon_1(m_t)-\varepsilon_1(m_l)
=\frac{\pi^2}{2L^2}\left(\frac1{m_t}-\frac1{m_l}\right)
=\frac{\pi^2}{2L^2}\,\frac{m_l-m_t}{m_l m_t}.
\]

It vanishes for equal masses, as it should, and falls as \(1/L^2\) in thicker films.

**Putting in the numbers**

The width is 5.0 nm (50 angstrom), or 94.486 bohr. One hartree is 27.2114 eV. The energy that a particle of mass 1 would have in the ground state is

\[
\frac{\pi^2}{2(94.486)^2}\times27.2114\ \text{eV}=0.01504\ \text{eV}.
\]

Dividing by each mass,

\[
\varepsilon_1(m_l)=\frac{0.01504}{0.916}=0.0164\ \text{eV},
\qquad
\varepsilon_1(m_t)=\frac{0.01504}{0.19}=0.0792\ \text{eV}.
\]

The difference is \(\Delta=0.0627\) eV, or about 63 meV.

**The ladders overlap**

A heavy level \(n\) lies below the bottom of the light ladder when

\[
\frac{n^2}{m_l}<\frac1{m_t}
\quad\Longleftrightarrow\quad
n^2<\frac{m_l}{m_t}=4.82 .
\]

This holds for \(n=1\) and \(n=2\), but not for \(n=3\). The width has dropped out, so in this model the order is the same for every thickness. At 5 nm the sequence is:

- heavy, \(n=1\): 0.0164 eV
- heavy, \(n=2\): 0.0657 eV
- light, \(n=1\): 0.0792 eV
- heavy, \(n=3\): 0.1478 eV

So 63 meV separates the ladder bottoms. The gap from the ground level to the next level of any kind is smaller, 0.0493 eV, and it lies within the heavy ladder.

The film's orientation matters too. If the normal were [111], all six valley axes would make the same angle with it. Symmetry would then make the six ladders coincide, and this splitting would be absent.

**What oxide walls do**

Now let the barrier have finite height \(V\) and electron mass \(m_b\). Measure \(z\) from the film's centre. The lowest state is even, so it is \(\cos kz\) inside and proportional to \(e^{-\kappa|z|}\) outside, with

\[
\varepsilon=\frac{k^2}{2m_z},\qquad
\kappa=\sqrt{2m_b(V-\varepsilon)}.
\]

I take \(\varphi\) and \(\varphi'/m\) to be continuous at the interface; the second condition conserves the probability current when the mass changes. At \(z=L/2\), with \(C\) the outside amplitude there,

\[
\cos\frac{kL}{2}=C,\qquad
-\frac{k}{m_z}\sin\frac{kL}{2}=-\frac{\kappa}{m_b}C .
\]

Dividing the second equation by the first gives

\[
\frac{k}{m_z}\tan\frac{kL}{2}=\frac{\kappa}{m_b}.
\]

As \(V\to\infty\), the right side diverges, so \(kL/2\to\pi/2\) and the hard-wall level returns. For a high but finite barrier, write \(k=\pi/L-\delta\) with small \(\delta\). Then \(\tan(kL/2)=\cot(\delta L/2)\approx2/(\delta L)\), and to leading order

\[
\frac{\pi}{m_zL}\,\frac{2}{\delta L}=\frac{\kappa}{m_b}
\quad\Rightarrow\quad
\delta=\frac{2\pi m_b}{m_z\kappa L^2}.
\]

Because \(\varepsilon\propto k^2\), the fractional change of the level is

\[
\frac{\delta\varepsilon}{\varepsilon_1}\approx-\frac{2\delta}{\pi/L}
=-\frac{4m_b}{m_z\kappa L}.
\]

The small confinement mass suffers the larger fractional drop, and it starts from the higher energy. Both facts reduce the splitting.

For silicon dioxide I use the rough values \(V=3.1\) eV and \(m_b=0.5\), the same for all valleys. Solving the matching equation numerically for its root gives 0.0153 eV for the heavy bottom and 0.0584 eV for the light one. The splitting becomes

\[
0.0584-0.0153=0.0431\ \text{eV},
\]

or about 43 meV. The light level has fallen by 26% of its hard-wall value, the heavy one by about 7%. The leading-order formula, with \(\varepsilon\) neglected in \(\kappa\), would give 33% and 7%. It is adequate for the heavy level, but the light level is shifted too much for a first-order estimate.

With these rough parameters, the oxide also changes the order of the levels. The heavy \(n=2\) state is odd, so it has its own matching condition, which puts it at 0.0614 eV. That is just above the light bottom at 0.0584 eV. With these walls, the first level above the ground state therefore belongs to the light ladder, whereas in the hard-wall well it belonged to the heavy one. The margin is only 3 meV, so this order depends on the barrier parameters: an oxide mass of 0.3 with a barrier of 3.5 eV would put the heavy level lower again.

**Fields and charge in the film**

Suppose a smooth potential energy \(U(z)\), the same for all valleys, is added to the hard-wall well. To first order, each level moves by the average of \(U\) over its own density. Both \(n=1\) states have the density

\[
|\varphi_1|^2=\frac2L\cos^2\frac{\pi z}{L},
\]

which contains no mass. The first-order shifts are equal and cancel from \(\Delta\). At second order, the squared matrix elements of \(U\) are again independent of mass, but they are divided by level spacings proportional to \(1/m_z\). Each ladder bottom has only higher levels to mix with, so its second-order shift is downward. The shift is proportional to \(m_z\), so the heavy bottom moves more.

A transverse field of 0.1 MV/cm, or 0.01 V/nm, gives a potential-energy drop of 0.05 eV across the film. A finite-difference solution of the well with this field lowers the heavy bottom by 1.6 meV and the light one by 0.3 meV, relative to the band edge at the film's centre. Their separation grows by 1.3 meV.

The electrons' own charge matters less here. Take a sheet density \(N=10^{12}\) cm\(^{-2}\), distributed as \(|\varphi_1|^2\), with equal and opposite fields at the two faces. With relative permittivity \(\epsilon=11.7\) (rough), Poisson's equation for the electron's potential energy is

\[
U''=-\frac{4\pi N}{\epsilon L}\left(1+\cos\frac{2\pi z}{L}\right).
\]

Integrating twice, with \(U=U'=0\) at the centre,

\[
U=-\frac{4\pi N}{\epsilon L}\left[\frac{z^2}{2}
+\frac{L^2}{4\pi^2}\left(1-\cos\frac{2\pi z}{L}\right)\right].
\]

The same finite-difference method, with this fixed potential, lowers both bottoms by about 2.3 meV relative to the band edge at the centre. The splitting changes by only 0.04 meV, which shows the first-order cancellation at work. That cancellation needs hard walls. With oxide walls the light state is wider than the heavy one and samples more of the low potential near the faces, so the same charge lowers the splitting by a few tenths of a meV, still small beside the other effects.

**Band shape, thickness and strain**

The bands are not parabolic far above the edge. A rough isotropic correction is \(\varepsilon(1+\alpha\varepsilon)=\varepsilon_{\rm par}\), with \(\alpha=0.5\) eV\(^{-1}\) and \(\varepsilon_{\rm par}\) the parabolic level. Its positive root is

\[
\varepsilon=\frac{\sqrt{1+4\alpha\varepsilon_{\rm par}}-1}{2\alpha}.
\]

Applied to both hard-wall bottoms, it reduces their separation by 2.8 meV.

A film thicker by one atomic layer, about 0.136 nm, has a splitting smaller by 3.3 meV, directly from the \(1/L^2\) law.

Strain can matter more. Let the film be stretched by \(e\) along both in-plane axes, with its surface free to relax. Zero normal stress requires

\[
C_{11}e_{zz}+2C_{12}e=0
\quad\Rightarrow\quad
e_{zz}=-\frac{2C_{12}}{C_{11}}e .
\]

Apart from a shift common to all valleys, a valley's edge moves by \(\Xi_u\) times the strain along its axis. The light valleys lie along \(x\) and \(y\), the heavy ones along \(z\), so the splitting changes by \(\Xi_u(e-e_{zz})\). With rough values \(C_{11}=166\) GPa, \(C_{12}=64\) GPa and \(\Xi_u=9\) eV, a tensile strain \(e=0.001\) gives \(e_{zz}=-0.00077\) and

\[
9\,(0.001+0.00077)\ \text{eV}=0.016\ \text{eV}.
\]

Tension adds 16 meV to the splitting; compression of the same size subtracts it.

**Where the electrons sit at 300 K**

The thermal energy is \(k_BT=0.0259\) eV, so 63 meV is only about 2.4 thermal energies. The number of valleys and their in-plane masses also count.

For one subband, the states with in-plane energy below \(W\) fill an ellipse of area \(2\pi\sqrt{m_xm_y}\,W\) in the \((q_x,q_y)\) plane. Multiplying by \(2/(2\pi)^2\), where the 2 is for spin, gives \(\sqrt{m_xm_y}\,W/\pi\) states per unit area. The density of states is therefore the constant \(m_d/\pi\), with \(m_d=\sqrt{m_xm_y}\). Integrating it with the Fermi function from the subband bottom \(\varepsilon\) upward gives

\[
N_{\rm sub}=\frac{m_d k_BT}{\pi}
\ln\!\left[1+e^{(\mu-\varepsilon)/k_BT}\right],
\]

where \(\mu\) is the Fermi level. For the heavy pair \(m_d=m_t=0.19\). For the four light valleys \(m_d=\sqrt{m_lm_t}=0.417\).

When \(\mu\) is well below the subbands, the logarithm is close to a Boltzmann factor. The ratio of electrons in the lowest light and heavy subbands is then about

\[
\frac{4\times0.417}{2\times0.19}\,e^{-0.0627/0.0259}\approx0.39 .
\]

The larger number of states partly offsets the energy cost. For the full count I include five levels in each ladder and adjust \(\mu\) until the total is \(10^{12}\) cm\(^{-2}\). With hard walls, \(\mu\) lies 0.046 eV below the heavy bottom, and 26% of the electrons are in the light ladder. Repeating this at the same density and temperature, with finite-difference levels for the oxide walls, raises the share to 42%. The lower ladder still holds the majority, but not nearly all.

**How close this is to a device**

The example resembles a thin silicon channel between two oxide layers. The thickness and barrier are in a realistic range, while the density and field are low for a strongly switched-on transistor, where roughly \(10^{13}\) cm\(^{-2}\) is typical. There the potential can reshape the states, and the small-field shifts above should not be scaled up; a self-consistent calculation is needed. Of the effects sized here, the finite oxide barrier moves the number most: from 63 to about 43 meV, with the rough barrier parameters chosen. This ranking depends on the strain assumed: about 0.12% instead of 0.1% would change the splitting by as much. The corrections were computed separately and need not simply add. Coupling within the heavy pair, interface disorder and the atomistic band structure remain outside the model. So 63 meV is the right answer for the infinite well, and too large an estimate for this film when it is unstrained, has oxide walls, and is at the low field and density used here. A strong field from one side can widen the splitting again.
